# Effective Thickness Coefficient of a Laterally Clamped (001) Piezoelectric Film

## What symmetry and dimensions fix

A ferroelectric film is bonded to a rigid substrate. Its polar axis, axis 3, lies along the film normal, and its symmetry is 4mm. The top face is free, and electrodes apply a small uniform field $E_3$. We seek the ratio of thickness strain to field,

$$d_{33}^{f}=S_3/E_3 .$$

Here $S_i$ and $T_i$ are the changes of strain and stress caused by the field, in six-component notation, with tension positive. The piezoelectric coefficients $d_{31}$, $d_{33}$ and the compliances $s_{ij}$ are those of a free sample, the compliances being measured at constant field.

The fourfold axis makes directions 1 and 2 equivalent. A field along 3 therefore produces equal lateral strains and no shear, and the clamp answers with equal lateral stresses. Only $d_{33}$ and $d_{31}$ can enter. The problem is linear in them, so $d_{33}^f=\alpha d_{33}+\beta d_{31}$ with dimensionless $\alpha$ and $\beta$.

If $d_{31}=0$, the film does not try to change its lateral size, no stress arises, and $S_3=d_{33}E_3$. Hence $\alpha=1$. If $d_{31}\neq0$, the clamp needs a stress inversely proportional to the lateral compliance under equal biaxial stress, $s_{11}+s_{12}$. That stress changes the thickness in proportion to $s_{13}$. The form must be

$$d_{33}^{f}=d_{33}-K\,d_{31}\,\frac{s_{13}}{s_{11}+s_{12}},$$

with $K$ a pure number. Two derivations now give $K=2$.

## First derivation: stress and field as variables

With stress and field as independent variables, the linear relations are

$$S_1=s_{11}T_1+s_{12}T_2+s_{13}T_3+d_{31}E_3,$$

$$S_3=s_{13}(T_1+T_2)+s_{33}T_3+d_{33}E_3,$$

and $S_2$ follows from $S_1$ by exchanging 1 and 2. Each $s_{ij}$ is a derivative of strain with respect to stress at fixed $E_3$. This is why constant-field compliances appear.

The free face gives $T_3=0$. Far from the film edges this holds through the thickness, because nothing varies laterally. The rigid substrate gives $S_1=S_2=0$, and by symmetry $T_1=T_2=T$. The first relation becomes

$$0=(s_{11}+s_{12})T+d_{31}E_3
\quad\Rightarrow\quad
T=-\frac{d_{31}E_3}{s_{11}+s_{12}} .$$

The denominator is positive: an equal biaxial stress $T$ stores the energy density $(s_{11}+s_{12})T^2$, which must be positive in a stable solid. For $d_{31}<0$ and a field along the polarization, the film tries to contract laterally, is held, and comes under tension.

The second relation contains two equal lateral stresses, which is the origin of the factor 2:

$$S_3=d_{33}E_3+2s_{13}T
=\left(d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}}\right)E_3 .$$

Therefore

$$\boxed{d_{33}^{f}=d_{33}-2d_{31}\frac{s_{13}}{s_{11}+s_{12}}}$$

With $d_{33}>0$, $d_{31}<0$ and $s_{13}<0$, the correction is negative: the lateral tension thins the film while the field thickens it.

The same coefficient governs the charge produced by pressing the clamped film in short circuit. With $E_3=0$ and $T_3$ applied, zero lateral strain requires $T=-s_{13}T_3/(s_{11}+s_{12})$. The electric displacement is then $D_3=d_{33}T_3+2d_{31}T=d_{33}^fT_3$.

An instructive limit is a material whose volume cannot change. Its piezoelectric strain satisfies $d_{33}+2d_{31}=0$. Under biaxial stress its volume strain, $2(s_{11}+s_{12}+s_{13})T$, must vanish, so $s_{13}=-(s_{11}+s_{12})$. The formula gives $d_{33}^f=d_{33}+2d_{31}=0$. With area and volume both fixed, the thickness cannot change.

## Second derivation: polarization and electrostriction

The second route starts from the polarization $P$ along axis 3 in a crystal whose unpolarized parent phase is cubic. Total strains are now measured from that parent phase. With electrostrictive coefficients $Q_{11}$, $Q_{12}$ and constant-polarization compliances $s_{ij}^P$, a film with a free top has

$$S_1^{tot}=b_PT^{tot}+Q_{12}P^2,\qquad
S_3^{tot}=2s_{12}^PT^{tot}+Q_{11}P^2,$$

where $b_P=s_{11}^P+s_{12}^P$. Cubic symmetry of the parent makes $s_{13}^P=s_{12}^P$. The substrate fixes $S_1^{tot}$ at a misfit strain, which need not be zero. A small field changes $P$ by $dP$, and constant lateral strain requires

$$b_P\,dT=-2Q_{12}P\,dP .$$

The thickness strain then changes by

$$dS_3=2P\,dP\left(Q_{11}-2Q_{12}\frac{s_{12}^P}{b_P}\right).\tag{A}$$

To find $dP$ we need the equation of state. Let $F(P)$ be the energy density at zero stress. The potential whose stress derivatives give minus the strains contains the coupling $-P^2[Q_{11}T_3+Q_{12}(T_1+T_2)]$. Its derivative with respect to $P$ is the field:

$$E_3=F'(P)-2P\,[Q_{11}T_3+Q_{12}(T_1+T_2)].$$

Let $\chi=dP/dE_3$ at constant stress. For small changes,

$$dE_3=\frac{dP}{\chi}-2P\,[Q_{11}dT_3+Q_{12}(dT_1+dT_2)].\tag{B}$$

At constant stress $dP=\chi\,dE_3$, so differentiating $Q_{ij}P^2$ gives the free-sample coefficients

$$d_{33}=2\chi PQ_{11},\qquad d_{31}=2\chi PQ_{12}.$$

At constant field, (B) says that a stress changes $P$, by $dP=d_{33}dT_3+d_{31}(dT_1+dT_2)$. This adds a strain $2PQ_{ij}\,dP$, with $2PQ_{12}=d_{31}/\chi$ and $2PQ_{11}=d_{33}/\chi$. The constant-field compliances are therefore

$$b\equiv s_{11}+s_{12}=b_P+\frac{2d_{31}^2}{\chi},\qquad
s_{13}=s_{12}^P+\frac{d_{31}d_{33}}{\chi}.\tag{C}$$

In the clamped film $dT_3=0$ and $dT=-2Q_{12}P\,dP/b_P$. Equation (B) becomes

$$dE_3=dP\left(\frac1\chi+\frac{8Q_{12}^2P^2}{b_P}\right)
=\frac{dP}{\chi}\left(1+\frac{2d_{31}^2}{\chi b_P}\right)
=\frac{dP}{\chi}\,\frac{b}{b_P},$$

where the second step uses $4Q_{12}^2P^2=d_{31}^2/\chi^2$ and the last uses (C). The clamped susceptibility is $\chi_f=\chi b_P/b$, smaller than $\chi$. Inserting $dP=\chi_f\,dE_3$ in (A),

$$d_{33}^f=\frac{b_P}{b}\left(d_{33}-2d_{31}\frac{s_{12}^P}{b_P}\right)
=\frac{b_Pd_{33}-2d_{31}s_{12}^P}{b}.$$

Now (C) replaces the constant-polarization compliances:

$$d_{33}^f=\frac{1}{b}\left[b\,d_{33}-\frac{2d_{31}^2d_{33}}{\chi}
-2d_{31}s_{13}+\frac{2d_{31}^2d_{33}}{\chi}\right]
=d_{33}-2d_{31}\frac{s_{13}}{s_{11}+s_{12}} .$$

The two terms in $1/\chi$ cancel, and the first result returns.

## What each derivation assumes

Both derivations assume a small field, a free top, fixed lateral strain, equivalent lateral axes and a uniform state. If the two lateral axes differ, the two stresses are in general unequal and must be found from two coupled equations, or from three if the symmetry is low enough for the in-plane shear stress $T_6$ to couple as well.

The first derivation needs only linear piezoelectricity and says nothing about its origin. The second also assumes a cubic parent, strain quadratic in $P$, and constant $Q_{ij}$ and $s_{ij}^P$. In return it shows how a static misfit stress acts: it changes $P$ and $\chi$, and through them $d_{ij}$ and $s_{ij}$. The coefficients in the boxed formula are therefore tangent values at the film's own polarization and stress.

A Landau film with round parameters illustrates this. Take $F=\tfrac12a_2P^2+\tfrac14a_4P^4$ with $a_2=-10^8$ m/F and $a_4=10^9$ m$^5$/(C$^2$ F). The other parameters are $Q_{11}=0.08$ and $Q_{12}=-0.03$ m$^4$/C$^2$, $s_{11}^P=8$ and $s_{12}^P=-2.5$ TPa$^{-1}$, and a misfit strain of $-0.2\%$. Numerical root finding gives $P=29.5$ μC/cm² and a static lateral tension of 110 MPa. The model confines $P$ to axis 3. Tension favours in-plane polarization, so this state is stable only if $F$ is anisotropic enough: a cross term $\tfrac12a'P_1^2P_3^2$ needs $a'>1.28\,a_4$, whereas an isotropic $F$ has $a'=a_4$. Differencing the film's thickness strain between small fields of opposite sign gives $d_{33}^f=108.2$ pm/V.

The free-sample coefficients come from similar differences at the same $P$ and static stress, with stress held or varied instead of lateral strain. The boxed formula then also gives 108.2 pm/V. Using constant-polarization compliances in it gives 179.0 pm/V, because the strain from stress-induced changes of $P$ has been left out.

The same distinction applies to compliances at constant electric displacement. Let $\varepsilon$ be the permittivity at constant stress. From $D_3=d_{3j}T_j+\varepsilon E_3$ (summed over $j$), eliminating $E_3$ gives $s_{ij}^D=s_{ij}-d_{3i}d_{3j}/\varepsilon$. These compliances belong with a prescribed $D_3$, not with a prescribed voltage.

## A film in the regime of lead zirconate titanate

Rough values for a poled material are $d_{33}=300$ and $d_{31}=-120$ pm/V, with $s_{11}=12$, $s_{12}=-4$ and $s_{13}=-5$ TPa$^{-1}$. Then

$$d_{33}^f=300-2(-120)\frac{-5}{12-4}=300-150=150\ \text{pm/V}.$$

Clamping removes half of the free coefficient. For a 1000 nm film at 2 V, the field is 0.02 MV/cm, or $2\times10^6$ V/m. The thickness changes by $150\ \text{pm/V}\times2\ \text{V}=0.30$ nm, a strain of 0.03%. The lateral stress is

$$T=\frac{(120\times10^{-12})(2\times10^6)}{8\times10^{-12}}\ \text{Pa}=30\ \text{MPa},$$

in tension when the field is along the polarization.

With a free relative permittivity of 1300, the constant-displacement values are $s_{11}^D+s_{12}^D=5.50$ and $s_{13}^D=-1.87$ TPa$^{-1}$. Put into the boxed formula with the same $d_{ij}$, they would give 218 pm/V, which is 46% above the correct 150 pm/V.

Clamping also lowers the permittivity. Substituting $T$ into $D_3=2d_{31}T+\varepsilon E_3$ gives $\varepsilon_f=\varepsilon-2d_{31}^2/(s_{11}+s_{12})$, a relative value of 893.

## When the substrate yields

Let the film, of thickness $t_f$, cover and be driven over a whole free wafer of thickness $t_s\gg t_f$. The biaxial moduli are $M_f=1/(s_{11}+s_{12})$ and $M_s=Y/(1-\nu)$. The film carries a tension per unit width $N=Tt_f$, and the wafer feels an equal compressive force at its top face. The mean wafer strain is $-N/(M_st_s)$. The moment $Nt_s/2$, divided by the bending stiffness $M_st_s^3/12$, gives the curvature $\kappa=6N/(M_st_s^2)$. Bending adds $-\kappa t_s/2=-3N/(M_st_s)$ at the top face, so the total there is $-4N/(M_st_s)$.

To leading order $N=-M_fd_{31}E_3t_f$. The film thus recovers a fraction

$$\lambda=4\frac{t_fM_f}{t_sM_s}$$

of its free lateral strain $d_{31}E_3$. The lateral stress is multiplied by $1-\lambda$, and the coefficient becomes $d_{33}^f+\lambda(d_{33}-d_{33}^f)$.

For a 500 μm silicon wafer, treated as isotropic with rough values $Y=160$ GPa and $\nu=0.22$, $\lambda$ is 0.49%. The coefficient rises only to 150.7 pm/V, so for the film thickness this substrate is nearly rigid. A (100) wafer has $M_s\approx180$ GPa instead of the 205 GPa used here, which raises $\lambda$ and the bow below by about 14%.

The top surface is another matter. With $N=30$ N/m, the wafer bows by $\kappa r^2/2=0.44$ nm over a radius $r=0.5$ mm, more than the film thickens.

A small electrode avoids that large bow but leaves a local effect. Let the tension vary as $N=N_0\cos kx$, with $z$ pointing into a deep substrate. Balance of forces on the film puts a shear traction $dN/dx$ on the substrate. The stress function $\phi=N_0ze^{-kz}\cos kx$ solves the elastic problem: it is biharmonic, $\sigma_{zz}=\partial_x^2\phi$ vanishes at $z=0$, and $-\sigma_{xz}=\partial_x\partial_z\phi$ equals $dN/dx$ there. With $\sigma_{xx}=\partial_z^2\phi$ and shear modulus $G=Y/[2(1+\nu)]$, the vertical strain in plane strain is

$$\epsilon_{zz}=\frac{(1-\nu)\sigma_{zz}-\nu\sigma_{xx}}{2G}
=\frac{N_0e^{-kz}\cos kx}{2G}(2\nu k-k^2z).$$

The displacement vanishes at great depth, so at the surface

$$w=-\int_0^\infty\epsilon_{zz}\,dz=\frac{1-2\nu}{2G}\,N .$$

Positive $w$ means sinking. The wavelength has dropped out, so by superposition the substrate sinks under the electrode in proportion to the local tension. This holds for electrodes much wider than the film thickness and much smaller than the wafer thickness.

For an electrode of radius 50 μm, $w=0.13$ nm, or 43% of the thickness change. The top of the electrode rises by only 0.17 nm relative to bare film nearby, an apparent 86 pm/V at leading order; corrections of the order of film thickness over electrode radius raise the value at the electrode centre to about 88 pm/V. Lateral yielding is still small: its scale, $t_fM_f/(rM_s)$ with $r$ now the electrode radius, is about 1%. It grows towards the electrode edge, so its average over the electrode is a few times larger.

## The model beside real films

Effective coefficients of lead zirconate titanate films are roughly of order 100 pm/V, with a wide spread, so 150 pm/V is a plausible size but not a prediction. The inputs resemble those of a poled bulk ceramic; a film's own coefficients depend on composition, orientation and domain state. The field is 0.4 of a rough coercive field of 0.05 MV/cm and 0.02 of a rough breakdown field of 1 MV/cm.

Measured coefficients of a poled ceramic already include some reversible domain-wall motion, in the compliances as well as in $d_{ij}$. The estimate leaves out any further switching, which may occur in a real film. Suppose lateral domains, equally shared between axes 1 and 2, turn to axis 3 in a material with 2% tetragonality. Full switching has a free thickness strain of 2% and a mean lateral strain of $-1\%$. These replace $d_{33}E_3$ and $d_{31}E_3$ in the clamping argument, giving $2\%-2(-1\%)(-5/8)=0.75\%$. Switching 4% of the volume would therefore add 0.03%, doubling the response at 2 V.

Without switching, the leading nonlinear correction can be estimated from a quartic model. In a quartic Landau film the clamped equation of state has the form $E_3=AP+BP^3$, because $T^{tot}$ is linear in $P^2$. Let $P_0$ be the polarization at zero field and $p$ its change. Since $A=-BP_0^2$ and $\chi_f=1/(2BP_0^2)$, expansion to second order gives

$$\chi_fE_3=p+\frac{3p^2}{2P_0},\qquad S_3\propto 2P_0p+p^2 .$$

Eliminating the linear $p$ gives $S_3\propto2P_0\chi_fE_3(1-p/P_0)$. Here $p\approx\varepsilon_fE_3=1.6$ μC/cm². For a rough $P_0=30$ μC/cm², the ratio $S_3/E_3$ at 2 V lies about 5% below its small-field value when the field is along the polarization, and above it by a similar amount when the field is opposite. The size depends on the form of $F$: if a sixth-order term dominates, the factor approaches $1-2p/P_0$, and the shifts at the same $\chi_fE_3/P_0$ are about $-9\%$ and $+13\%$.
